# The first-order strain operator of a crystal in comoving coordinates

## 1. Definitions and conventions

An electron of mass $m$ moves in a crystal with a local, spin-independent potential $V_0(\mathbf r)$, periodic under the lattice vectors $\mathbf R$. The crystal is deformed uniformly, so that the lattice point $\mathbf R$ moves to $F\mathbf R$, with

$$F=1+u,\qquad e=\tfrac12(u+u^T).$$

The constant matrix $u$ is the displacement gradient. Its symmetric part $e$ is the strain and its antisymmetric part a small rotation. Positive $e_{xx}$ means extension along $x$. Repeated indices are summed over all nine pairs, so $e_{xy}$ and $e_{yx}$ both count.

After the deformation the electron obeys

$$\left[\frac{p^2}{2m}+V_e(\mathbf r)\right]\psi(\mathbf r)=E\,\psi(\mathbf r),\qquad \mathbf p=-i\hbar\nabla ,$$

where $V_e$ has the periods $F\mathbf R$. Comoving coordinates $\mathbf r'$ are defined by

$$\mathbf r=F\mathbf r' .$$

A lattice point keeps its comoving coordinate when the crystal is strained. The result to be derived is that, to first order in $e$, the comoving Hamiltonian is

$$H'=\frac{p'^2}{2m}+V_0(\mathbf r')+e_{ij}D_{ij},\qquad D_{ij}=-\frac{p'_ip'_j}{m}+V_{ij}(\mathbf r'),$$

$$V_{ij}(\mathbf r')=\left.\frac{\partial}{\partial e_{ij}}V_e\big((1+e)\mathbf r'\big)\right|_{e=0}.$$

The derivative is taken at fixed $\mathbf r'$, and $V_{ij}$ is chosen symmetric in its indices.

## 2. Why the laboratory difference is not a small perturbation

One might take $V_e(\mathbf r)-V_0(\mathbf r)$ as the perturbation. The two potentials have different periods, however. At a distance $L$ from the fixed origin their atoms are out of step by about $eL$, which reaches half a lattice spacing however small $e$ is, if the crystal is large enough.

A chain of Gaussian wells shows the sizes. Let each well be $-\exp(-x^2/2w^2)$ with $w=0.15$ lattice spacings, and stretch the chain by 1% without changing the wells. The largest change of the potential within a cell, divided by the full swing of the unstrained potential, is:

| Cell | at fixed $x$ | at fixed $x'$ |
|---|---|---|
| 0 | 0.0008 | 0.0074 |
| 10 | 0.39 | 0.0074 |
| 50 | 1.00 | 0.0074 |

In cell 50 the wells have moved by half a spacing, and the change is as large as the potential. At fixed $x'$ it is the same in every cell. In cell 0 the comoving change is the larger one, because the wells keep their width while the coordinate is stretched. Near a well the comoving change is $0.01\,x'\,dv/dx'$, whose maximum, at $x'^2=2w^2$, is $0.01\times 2/\mathrm e=0.0074$, with $\mathrm e=2.718$.

## 3. The change of variables

Define the comoving wave function

$$\varphi(\mathbf r')=(\det F)^{1/2}\,\psi(F\mathbf r').$$

Since $d^3r=\det F\,d^3r'$,

$$\int|\varphi|^2d^3r'=\int|\psi(F\mathbf r')|^2\det F\,d^3r'=\int|\psi|^2d^3r .$$

The map is therefore unitary and leaves energies unchanged. The prefactor is constant, so it passes through all derivatives.

From $r'_j=(F^{-1})_{ji}r_i$ the chain rule gives

$$\frac{\partial}{\partial r_i}=\frac{\partial r'_j}{\partial r_i}\frac{\partial}{\partial r'_j}=(F^{-1})_{ji}\frac{\partial}{\partial r'_j},\qquad\text{so}\qquad p_i=(F^{-1})_{ji}\,p'_j .$$

The kinetic energy becomes

$$\frac{p_ip_i}{2m}=\frac{1}{2m}(F^{-1})_{ji}(F^{-1})_{ki}\,p'_jp'_k=\frac{1}{2m}\,p'_j\,(F^{-1}F^{-T})_{jk}\,p'_k .$$

This holds for any uniform deformation. For small $u$, $F^{-1}=1-u+O(u^2)$, hence

$$F^{-1}F^{-T}=(1-u)(1-u^T)+O(u^2)=1-(u+u^T)+O(u^2)=1-2e+O(u^2),$$

$$\frac{p^2}{2m}=\frac{p'^2}{2m}-\frac{p'_ie_{ij}p'_j}{m}+O(u^2).$$

The factor 2 in $2e$ cancels the 2 in $2m$. The minus sign has a simple meaning: a wave with a fixed number of oscillations per cell has a longer wavelength in a stretched crystal, and so less kinetic energy. The rotation has cancelled.

## 4. The potential and Bloch's theorem

The potential in the new variables has the unstrained period:

$$V_e\big(F(\mathbf r'+\mathbf R)\big)=V_e(F\mathbf r'+F\mathbf R)=V_e(F\mathbf r').$$

A rotation carries the potential with the crystal, so at fixed $\mathbf r'$ it changes nothing at first order, and $F$ may be replaced by $1+e$. If $V_e$ is differentiable in strain, Taylor's formula at fixed $\mathbf r'$ gives

$$V_e\big((1+e)\mathbf r'\big)=V_0(\mathbf r')+e_{ij}V_{ij}(\mathbf r')+O(e^2).$$

Together with the kinetic term this is the stated $H'$. Each $V_{ij}$ is periodic, being the derivative of a function that is periodic for every $e$. Written out by the chain rule,

$$e_{ij}V_{ij}(\mathbf r')=e_{ij}\left[\frac{\partial V_e(\mathbf r)}{\partial e_{ij}}\bigg|_{\mathbf r=\mathbf r'}+r'_j\frac{\partial V_0}{\partial r'_i}\right].$$

The second term grows with distance from the origin. The first, which is the laboratory difference of Section 2, grows in the opposite sense, and their sum is periodic.

A laboratory Bloch state obeys $\psi(\mathbf r+F\mathbf R)=e^{i\mathbf k\cdot F\mathbf R}\psi(\mathbf r)$. Therefore $\varphi(\mathbf r'+\mathbf R)=e^{i\mathbf k'\cdot\mathbf R}\varphi(\mathbf r')$ with

$$\mathbf k'=F^T\mathbf k .$$

The perturbation conserves $\mathbf k'$, which labels the same fraction of the Brillouin zone before and after straining.

## 5. The derivative for rigid atoms

A model is needed for how the potential follows the nuclei. Suppose each atom carries a fixed spherical potential $v_{\rm at}$. With one atom per cell, $V_e(\mathbf r)=\sum_{\mathbf R}v_{\rm at}(|\mathbf r-(1+e)\mathbf R|)$, and

$$V_e\big((1+e)\mathbf r'\big)=\sum_{\mathbf R}v_{\rm at}\big(|(1+e)(\mathbf r'-\mathbf R)|\big).$$

The argument of each term has moved by $e(\mathbf r'-\mathbf R)$, so

$$e_{ij}V_{ij}(\mathbf r')=\sum_{\mathbf R}e_{ij}(r'-R)_j\,\partial_iv_{\rm at}(\mathbf r'-\mathbf R).$$

For calculation the Fourier form is more useful. Let the unstrained coefficient at reciprocal vector $\mathbf G$ be $v(G)S(\mathbf G)$, with $v$ the form factor per cell and $S$ the structure factor. Three things can change.

- The cell volume grows by $1+\mathrm{tr}\,e$, which multiplies the coefficient by $1-\mathrm{tr}\,e$.
- The laboratory wave vector is $\mathbf q=(1-e)\mathbf G$. Then $q^2=G^2-2\,\mathbf G\cdot e\mathbf G$, and $q=G-\mathbf G\cdot e\mathbf G/G$.
- An atom at $\boldsymbol\tau$ moves to $(1+e)\boldsymbol\tau$, which leaves the phase $\mathbf q\cdot(1+e)\boldsymbol\tau=\mathbf G\cdot\boldsymbol\tau$ unchanged at first order. A further internal displacement of the sublattices changes $S$ by $\delta S$.

Collecting the first-order terms,

$$(e_{ij}V_{ij})_{\mathbf G}=\left[-\mathrm{tr}(e)\,v(G)-\frac{\mathbf G\cdot e\mathbf G}{G}\,v'(G)\right]S(\mathbf G)+v(G)\,\delta S(\mathbf G).$$

The component $\mathbf G=0$ is the average potential. The bulk calculation does not fix it, so it is held at zero before and after straining. Shifts of single levels depend on this choice; differences between levels of the same crystal do not.

## 6. Energy shifts and two limiting cases

For a non-degenerate band at fixed $\mathbf k'$, first-order perturbation theory gives $\delta E=e_{ij}\langle D_{ij}\rangle$. In a degenerate multiplet the matrix of $e_{ij}D_{ij}$ is diagonalized. The shifts must be small compared with the distance to the levels left out.

At fixed laboratory $\mathbf k$, and without rotation, $\mathbf k'=\mathbf k+e\mathbf k$. The unstrained band is then evaluated at a displaced point. Since $\partial E/\partial k_j=\hbar\langle p_j\rangle/m$ for a local potential,

$$\delta E\big|_{\mathbf k}=e_{ij}\langle D_{ij}\rangle+\frac{\hbar}{m}k_ie_{ij}\langle p_j\rangle .$$

**Free electrons.** Here $V_{ij}=0$ and $\mathbf p=\hbar\mathbf k$. The first term is $-\hbar^2k_ie_{ij}k_j/m$, the second is the same with a plus sign, and the sum is zero. Straining a lattice that exerts no force cannot alter $\hbar^2k^2/2m$.

**Tightly bound states.** Let a state be confined to one rigid atom at the origin. In a stationary state the mean of $r_jp_i$ is constant, so

$$0=\frac{1}{i\hbar}\langle[r_jp_i,H]\rangle=\frac{\langle p_jp_i\rangle}{m}-\langle r_j\partial_iv_{\rm at}\rangle ,$$

and therefore $\langle D_{ij}\rangle=0$. The kinetic and potential parts cancel, as they must: moving distant atoms does not change this level. This uses the real-space form of $V_{ij}$, with its average included. If the $\mathbf G=0$ component is held at zero as in Section 5, the same level shifts by the constant $\mathrm{tr}(e)\,v(0)$, common to all states. Neither part of $D_{ij}$ is thus a shift that could be measured by itself.

**Band extrema.** At a minimum the velocity $\langle\mathbf p\rangle/m$ vanishes, so both descriptions agree. The minimum may move by an amount of order $e$ in $\mathbf k'$, but the band is flat there, so this changes its energy only at order $e^2$. The edge shift is the expectation value at the old $\mathbf k'$.

## 7. Deformation potentials of a cubic semiconductor

In diamond-type crystals the top of the valence band without spin is a triplet $X,Y,Z$ at $\mathbf k'=0$, which transforms like $yz,zx,xy$. Reflections and permutations of the cubic axes leave three constants:

$$\langle X|e_{ij}D_{ij}|X\rangle=l\,e_{xx}+m_v(e_{yy}+e_{zz}),\qquad \langle X|e_{ij}D_{ij}|Y\rangle=n\,e_{xy},$$

and cyclic permutations. The usual deformation potentials are $b=(l-m_v)/3$ and $d=n/\sqrt3$.

For $e_{xx}=e_{yy}$ and no shear, subtracting diagonal elements gives

$$E_Z-E_X=(l-m_v)(e_{zz}-e_{xx})=3b\,(e_{zz}-e_{xx}).$$

For pure shear $e_{xy}=e_{yz}=e_{zx}=s$, all off-diagonal elements equal $ns$. The vector $(1,1,1)$ has eigenvalue $2ns$ and the two orthogonal ones $-ns$, a splitting of $3ns=3\sqrt3\,d\,s$.

A conduction valley on the $z$ axis has $\langle D_{xx}\rangle=\langle D_{yy}\rangle$ and no off-diagonal elements. Its shift is

$$\langle D_{xx}\rangle(e_{xx}+e_{yy})+\langle D_{zz}\rangle e_{zz}=\Xi_d\,\mathrm{tr}\,e+\Xi_u\,e_{zz},$$

with $\Xi_d=\langle D_{xx}\rangle$ and $\Xi_u=\langle D_{zz}-D_{xx}\rangle$. The $x$ valley has $e_{xx}$ in the last term, so the two differ by $\Xi_u(e_{zz}-e_{xx})$.

## 8. Worked example: a silicon-like layer under 1% tension

**Model.** The lattice constant is $a=0.543$ nm, with two atoms per cell at $\pm\boldsymbol\tau$, $\boldsymbol\tau=(a/8)(1,1,1)$, so $S=\cos(\mathbf G\cdot\boldsymbol\tau)$. The form factor has rough parameters typical of silicon. In hartree, with $q$ in inverse bohr,

$$v(q)=\frac{0.27\,(q^2-2.2)}{2.1\,e^{0.49q^2}-1}\cdot\frac12\left[1+\tanh\frac{5-q^2}{0.3}\right].$$

At $G^2=3,8,11$ in units of $(2\pi/a)^2$ it equals $-2.99$, $0.72$ and $0.95$ eV. Diagonalization in 283 plane waves gives a gap of 0.874 eV and conduction minima at $0.853\times2\pi/a$ on the cubic axes. With 749 waves the gap at this point and the deformation potentials below move by less than 0.001 eV.

**Strain.** The layer is stretched by $e_{xx}=e_{yy}=1.00\%$ and is free to relax along $z$. Zero normal stress means $C_{11}e_{zz}+2C_{12}e_{xx}=0$. With the rough ratio $C_{12}/C_{11}=0.39$,

$$e_{zz}=-2(0.39)(1.00\%)=-0.78\%,\qquad e_{zz}-e_{xx}=-0.0178 .$$

**Splittings.** The matrix elements of $D_{ij}$ give $b=-2.48$ eV and $\Xi_u=8.39$ eV. Hence

$$E_Z-E_X=3(-2.483)(-0.0178)=0.133\ \text{eV},$$

$$E_{z\text{ valley}}-E_{x\text{ valley}}=8.390\,(-0.0178)=-0.149\ \text{eV}.$$

The single state $Z$ becomes the valence edge, and the two $z$ valleys become the conduction edge. The last column comes from diagonalizing the deformed crystal itself, with its own wave vectors, volume and form factors:

| Splitting (eV) | kinetic | potential | sum | direct |
|---|---|---|---|---|
| valence | 0.166 | −0.034 | 0.133 | 0.128 |
| valley | −0.113 | −0.036 | −0.149 | −0.149 |

The potential part opposes the kinetic part in the valence band and reinforces it in the valleys. Omitting it would give a valence splitting 25% too large and a valley splitting 24% too small, relative to the first-order sums.

The kinetic column can be read further. For the valleys it equals $-(e_{zz}-e_{xx})\langle p_z^2-p_x^2\rangle/m$, with the mean taken in the $z$ valley. Thus $\langle p_z^2-p_x^2\rangle/m=-0.1131/0.0178=-6.4$ eV. Although $\mathbf k'$ points along $z$, the state has more momentum squared along $x$ than along $z$, because of its other plane-wave components. The crystal momentum alone would give the wrong sign.

**Gap.** To first order the gap falls from 0.874 to 0.716 eV. To first order the traceless part of the strain leaves the mean of each multiplet in place. The lowest valley lies $\tfrac23(0.1493)=0.100$ eV below the valley mean, and the valence edge $\tfrac23(0.1326)=0.088$ eV above the triplet mean. These lower the gap by 0.188 eV. The remaining $+0.03$ eV is the effect of the volume change, $\mathrm{tr}\,e=1.22\%$. Direct diagonalization gives 0.717 eV.

**Size of the second order.** Take the differences between direct and first-order shifts for the three valence levels and the $z$ and $x$ valleys, and form the root of the sum of their squares. It is 8.9 meV at full strain and 2.26 meV at half strain. The ratio is 3.95, close to the 4 expected of an error quadratic in strain.

## 9. Shear and internal displacement

Shear strain in diamond also displaces the two sublattices relative to each other. For atoms joined by $\boldsymbol\delta=(a/4)(1,1,1)$ the extra relative displacement is $\mathbf w=-\zeta(a/2)(e_{yz},e_{zx},e_{xy})$. To see the scale, take $e_{xy}$ alone. Uniform strain changes half the squared bond length by $\boldsymbol\delta\cdot e\boldsymbol\delta=2e_{xy}(a/4)^2$, while the displacement adds $\boldsymbol\delta\cdot\mathbf w=-2\zeta e_{xy}(a/4)^2$. So $\zeta=0$ is purely uniform strain, and $\zeta=1$ keeps the bond length to first order in strain. In the potential it enters through $\delta S=-\sin(\mathbf G\cdot\boldsymbol\tau)\,\mathbf G\cdot\mathbf w/2$.

The model gives $d=0.03$ eV for $\zeta=0$ and $d=-4.22$ eV for the rough silicon value $\zeta=0.5$. Nearly all of $d$ thus comes from the internal displacement here. That term also draws on $v$ at $G^2=4$ and $12$, where $S=0$, so these values leave the unstrained bands, $b$ and $\Xi_u$ untouched and are not constrained by them. Setting them to zero changes $d$ at $\zeta=0.5$ from $-4.22$ to $-2.28$ eV. The near-zero at $\zeta=0$ is an accident of the chosen form factor: making $v'(G)$ 10% steeper, with $v(G)$ and the wave functions held fixed, shifts $d$ by 0.86 eV. The biaxial strain of Section 8 has no shear components, so this displacement is absent there.

## 10. The real layer and the limits of the result

The example resembles a thin silicon channel grown on a relaxed silicon–germanium layer with roughly a quarter germanium. Rough values for real silicon are a gap of 1.1 eV, $b\approx-2$ eV, $d\approx-5$ eV and $\Xi_u\approx9$ eV. The model's gap is clearly low, and its $b$, $d$ and $\Xi_u$ are of the right size. Its response of the gap to volume, about 2.5 eV per unit $\mathrm{tr}\,e$, is larger than the rough 1.5 eV of real silicon, so the $+0.03$ eV volume term of Section 8 would be nearer $+0.02$ eV in a real layer. The model assumes that atomic potentials stay rigid, whereas real valence charge rearranges under strain. The size of that effect is not estimated here. Within the rigid-atom model, the 10% steeper $v'(G)$ shifts $b$ by 0.06 eV and $\Xi_u$ by 0.20 eV, about 2.5% each, against 20% for $d$. This shows the sensitivity to the slope of the form factor only. Charge rearrangement can change the Fourier coefficients in other ways, so these figures are not a bound on its effect. A real layer may also be partly relaxed. If 10% of both strain components is lost, the first-order splittings fall by 10%, the valley splitting to 0.134 eV.

Spin–orbit coupling is missing from $H'$. Adding it to the strained triplet with a rough splitting of 0.044 eV, and diagonalizing the resulting six-state matrix, places the top two valence levels 0.121 eV apart instead of 0.133 eV. Relative to the mean of the valence levels, the strain-induced rise of the valence edge is 0.012 eV smaller, which exceeds the second-order strain error in the gap.

At 300 K the thermal energy is 0.0259 eV, and the valley splitting is 5.8 times larger. For Boltzmann statistics and equal valley masses, the four upper valleys hold $2e^{-5.78}\approx0.6\%$ as many electrons as the two lower ones. This estimate leaves out confinement by a gate and heavy doping.

Besides small strain, the first-order results need three conditions. The strain must be uniform, or vary so slowly that each region of many cells can be treated as uniform; otherwise $F^{-1}$ does not commute with $\mathbf p'$. The potential must be local; for a nonlocal or spin-dependent one, $V_{ij}$ is replaced by the strain derivative of the whole transformed operator. Finally, the shifts must be small compared with the gaps to levels outside the multiplet.
